# Ground-State Spin of the Four-Site Hubbard Ring with Three Electrons

## Problem

Three electrons occupy a ring of four sites, $j=0,1,2,3$, with site 4 identified with site 0:

$$
H=-t\sum_{j,\sigma}\left(c^\dagger_{j+1,\sigma}c_{j\sigma}+\text{h.c.}\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t>0,\; U\ge 0 .
$$

Three spins one half combine to $S=1/2$ or $S=3/2$. Which is the ground-state spin for each $U$, and where, if anywhere, does it change? Find the two lowest energies for $t=20\ \mu\text{eV}$, $U=1000\ \mu\text{eV}$.

## A tempting solution

As $U\to\infty$ no site is doubly occupied, so one empty site, the hole, moves round the ring. It hops with amplitude $-t$ whatever the spins are, so its lowest energy is $-2t$ for either total spin. At large finite $U$, antiparallel neighbours gain energy of order $t^2/U$ from virtual double occupancy. Parallel spins gain nothing, by the Pauli principle. Hence $S=1/2$ lies lower for every finite $U$, and the spin never changes.

## The fault

The error is in "whatever the spins are". Write a state with the hole at $h$ as

$$
|h;s_1s_2s_3\rangle=c^\dagger_{h+1,s_1}c^\dagger_{h+2,s_2}c^\dagger_{h+3,s_3}|0\rangle .
$$

When the hole moves to $h+1$, the electron $s_1$ moves to site $h=h+4$. Putting its operator last takes it past two others, which gives no sign:

$$
|h;s_1s_2s_3\rangle\;\to\;-t\,|h+1;s_2s_3s_1\rangle .
$$

Each hop permutes the spins cyclically. Three such permutations give the identity, so the permutation has eigenvalues $e^{i\varphi}$ with $\varphi=0,\pm2\pi/3$. With one spin down there are three spin arrangements. Their symmetric sum has $\varphi=0$ and belongs to $S=3/2$; the other two combinations have $S=1/2$. The hole energies are therefore

$$
E=-2t\cos\left(\frac{\pi n}{2}+\varphi\right),\qquad n=0,1,2,3 .
$$

The quartet reaches $-2t$. The doublet does best at an angle $\pm\pi/6$, which gives $-\sqrt3\,t\approx-1.732t$. It starts above the quartet, and virtual double occupancy has to make up the difference. Whether it does so depends on $U$, so the finite-$U$ problem must be solved.

## Correct solution

**Momentum blocks.** Use Bloch orbitals with momentum $m\pi/2$, $m=0,1,2,3$, and energies $-2t\cos(m\pi/2)=-2t,0,2t,0$. Every doublet and quartet has a member with $S_z=1/2$, so it suffices to take two up electrons and one down:

$$
|ab;p\rangle=c^\dagger_{a\uparrow}c^\dagger_{b\uparrow}c^\dagger_{p\downarrow}|0\rangle,\quad a<b,\qquad K=a+b+p \pmod 4 .
$$

These are 24 states, six for each $K$. With $\rho_{q\sigma}=\sum_m c^\dagger_{m+q,\sigma}c_{m\sigma}$, Fourier transformation turns the interaction into $(U/4)\sum_q\rho_{q\uparrow}\rho_{-q\downarrow}$. The $q=0$ term is $(U/4)\cdot2\cdot1=U/2$. The others move one up electron while the down electron takes up the opposite momentum. Thus

$$
H_K=\frac U2+T_K+\frac U4M ,
$$

where $T_K$ is the diagonal kinetic energy. An entry of $M$ is zero if the two up pairs share no momentum. If they share one, it is $+1$ when the shared momentum has the same position in both ordered pairs and $-1$ otherwise, from reordering the operators. In the order $01,02,03,12,13,23$,

$$
M=\begin{pmatrix}0&1&1&-1&-1&0\\1&0&1&1&0&-1\\1&1&0&0&1&1\\-1&1&0&0&1&-1\\-1&0&1&1&0&1\\0&-1&1&-1&1&0\end{pmatrix}
$$

for every $K$. The number of doubly occupied sites, $D=\tfrac12+\tfrac14M$, can only be 0 or 1 here. So $D^2=D$, which gives $M^2=4$, and the eigenvalues of $M$ are $\pm2$.

**Quartets.** Three parallel electrons fill all momenta but one. The four orbital energies sum to zero, so the total is minus the energy of the empty orbital: $-2t,0,0,2t$, independent of $U$. The lowest, $-2t$, leaves $m=2$ empty and has $K=0+1+3=0$ (mod 4). There is one quartet for each $K$; the other five states of each block have $S=1/2$.

**Doublets with $K=0$.** Here $T=-2t$ on the pairs $(01,03,13)$ and $+2t$ on $(02,12,23)$. Within these two groups, $M$ reads

$$
1-vv^T,\quad v=(1,-1,1)^T;\qquad ww^T-1,\quad w=(1,1,-1)^T .
$$

The mean value of $M$ is $1-3=-2$ in $v$ and $3-1=+2$ in $w$. These are the extreme eigenvalues of $M$, so both vectors are eigenvectors of the full $M$. Each has a single kinetic energy, so both are eigenvectors of $H_K$. The first is the quartet; the second is a doublet with energy $U+2t$.

Two states remain in each group, with $M=+1$ and $M=-1$ inside the groups and a coupling $R$ between them. The condition $M^2=4$ gives $1+RR^T=4$, so $R$ is $\sqrt3$ times an orthogonal matrix. The four states therefore split into two identical pairs. With $u=U/4$ and $x=E-U/2$, each pair has the matrix

$$
\begin{pmatrix}-2t+u&\sqrt3u\\\sqrt3u&2t-u\end{pmatrix},\qquad x^2=(2t-u)^2+3u^2=\frac{U^2}{4}-tU+4t^2 .
$$

**Doublets with $K=2$.** Now $T=-2t$ on $(01,02,03)$, where $M=ww^T-1$ with $w=(1,1,1)^T$, and $T=+2t$ on $(12,13,23)$, where $M=1-vv^T$ with $v=(1,-1,1)^T$. The same argument gives one doublet at $U-2t$ and two pairs with $u\to-u$ on the diagonal:

$$
x^2=(2t+u)^2+3u^2=\frac{U^2}{4}+tU+4t^2 .
$$

For $U>0$ this is smaller than $(U/2+2t)^2=U^2/4+2tU+4t^2$, so $E=U/2+x>-2t$. The $K=0$ value of $x^2$ is smaller still, and $U\pm2t$ also exceeds $-2t$. No doublet with even $K$ competes with the quartet.

**Doublets with $K=1$.** The block $K=3$ is its mirror image and has the same energies. The kinetic energy is $-4t$ for $A=|01;0\rangle$, $+4t$ for $B=|12;2\rangle$, and zero for the other four states. Among those four, label states by their up pairs:

- $|02\rangle-|03\rangle+|23\rangle$ has mean $M=-2$ and is the quartet, with $E=0$;
- $|03\rangle+|13\rangle+|23\rangle$ has mean $M=+2$ and is a doublet, with $E=U$.

Both are eigenvectors for the same reason as before. The states orthogonal to them are spanned by

$$
C=\frac{|02\rangle+|03\rangle-|13\rangle}{\sqrt3},\qquad D'=\frac{|02\rangle+|13\rangle-|23\rangle}{\sqrt3}.
$$

Reading off the columns of $M$,

$$
MA=-B+\sqrt3C,\quad MB=-A+\sqrt3D',\quad MC=\sqrt3A+D',\quad MD'=\sqrt3B+C .
$$

Let $y$ hold the amplitudes of $A,B$ and $z$ those of $C,D'$. The eigenvalue equations are

$$
\begin{pmatrix}x+4t&u\\u&x-4t\end{pmatrix}y=\sqrt3u\,z,\qquad
\begin{pmatrix}x&-u\\-u&x\end{pmatrix}z=\sqrt3u\,y .
$$

Multiplying the first by the matrix of the second eliminates $z$:

$$
\begin{pmatrix}x^2+4tx-4u^2&4tu\\-4tu&x^2-4tx-4u^2\end{pmatrix}y=0 .
$$

For $U>0$, $y=0$ would force $z=0$, so the determinant must vanish:

$$
(x^2-4u^2)^2-16t^2x^2+16t^2u^2=0 .
$$

With $u=U/4$ this is

$$
x^4-\left(\frac{U^2}{2}+16t^2\right)x^2+\frac{U^4}{16}+t^2U^2=0 .
$$

The quantity under the root of the quadratic formula is

$$
\left(\frac{U^2}{4}+8t^2\right)^2-\frac{U^4}{16}-t^2U^2=t^2(64t^2+3U^2).
$$

The most negative $x$ takes the larger $x^2$, so

$$
E_{1/2}=\frac U2-\frac12\sqrt{U^2+32t^2+4t\sqrt{64t^2+3U^2}} .
$$

At $U=0$ it gives $-4t$: two electrons in the lowest orbital and one at zero energy. This is the lowest doublet for every $U$. Its $x^2=U^2/4+8t^2+t\sqrt{64t^2+3U^2}$ exceeds $U^2/4+tU+4t^2$, the larger even-$K$ value, because $\sqrt{64t^2+3U^2}>U$. It also exceeds $4t^2$, so $E_{1/2}<U/2-2t\le U-2t$, which places it below the doublets at $U$ and $U\pm2t$. Since $x^2>U^2/4$, $E_{1/2}$ is negative and lies below the quartets at $0$ and $2t$. For $U>U_c$, found next, the two lowest energies are therefore $-2t$ and $E_{1/2}$.

**The crossing.** The doublet is the ground state when $E_{1/2}<-2t$, that is, when the outer root exceeds $U+4t$. Both sides are positive, so squaring is safe:

$$
4t\sqrt{64t^2+3U^2}>8tU-16t^2\quad\Longleftrightarrow\quad\sqrt{64t^2+3U^2}>2U-4t .
$$

For $U<2t$ the right side is negative and the condition holds. Otherwise squaring again gives

$$
U^2-16tU-48t^2<0 .
$$

The only positive root is

$$
\boxed{U_c=(8+4\sqrt7)\,t\approx18.58\,t}
$$

The ground state has $S=1/2$ for $U<U_c$ and $S=3/2$ for $U>U_c$. At $U_c$ the two are degenerate. Numerical diagonalization in the site basis finds the same crossing.

| $U/t$ | $E_{1/2}/t$ | $E_{3/2}/t$ | ground-state $S$ |
|---|---|---|---|
| 4 | −2.752 | −2 | 1/2 |
| 18 | −2.008 | −2 | 1/2 |
| 19 | −1.994 | −2 | 3/2 |
| 50 | −1.832 | −2 | 3/2 |

## What sets the scale

For $U\gg t$, $4t\sqrt{64t^2+3U^2}\approx4\sqrt3\,tU$. The quantity under the outer root becomes $(U+2\sqrt3t)^2+20t^2$, and its root is about $U+2\sqrt3t+10t^2/U$. Hence

$$
E_{1/2}\approx-\sqrt3\,t-\frac{5t^2}{U}.
$$

The first term is the hole energy with the spin phase, $(2-\sqrt3)t$ above the quartet; the second is the gain from virtual double occupancy. Setting the sum equal to $-2t$ gives $U\approx5(2+\sqrt3)t\approx18.66t$, about 0.4% above the exact $U_c$. The closeness is partly accidental: carrying the same expansion further gives the terms $-(2/\sqrt3)\,t^3/U^2$ and $+29\,t^4/U^3$, which at $U_c$ are $-0.0033t$ and $+0.0045t$ and largely cancel. The crossing lies at large $U/t$ because the phase costs only $(2-\sqrt3)t\approx0.27t$.

The slope $\partial E/\partial U$ is the mean number of doubly occupied sites. At $U_c$ it is 0.014 in the doublet and zero in the quartet, so the levels cross with different slopes and the spin jumps.

## In what sense this is the smallest case

This is a small Nagaoka ferromagnet: one hole in a half-filled cluster aligns the spins at large $U$. The sign of $t$ does not matter, since $c_{j\sigma}\to(-1)^jc_{j\sigma}$ reverses it on this ring.

A triangle with two electrons is smaller, but there the sign matters. With the hopping sign reversed and $U=10|t|$, its triplet lies at $-2|t|$ and its singlet at $-1.18|t|$. "Smallest" therefore needs a restriction, either to the sign $t>0$ with one electron fewer than sites, for which the triangle's singlet lies lower (with four electrons and $t>0$ the triangle's triplet lies lower, since exchanging particles and holes reverses the sign of $t$), or to bipartite clusters, where the sign does not matter. The second is used here, with equal hopping on all bonds.

The other connected bipartite clusters of three or four sites are the open chains and the four-site star. They have no closed loop, so a returning hole retraces its path and restores the spins. There the tempting argument works: at $U=100t$ the low-spin state lies below the polarized one by $0.030t$ (chain of three), $0.052t$ (chain of four) and $0.030t$ (star). Two sites with one electron offer no choice of spin.

## The numerical case

For $t=20\ \mu\text{eV}$,

$$
U_c=18.583\times20\ \mu\text{eV}=371.7\ \mu\text{eV}=5.955\times10^{-23}\ \text{J}.
$$

The given $U=1000\ \mu\text{eV}=50t$ is larger, so the ground state has $S=3/2$ and

$$
E_{3/2}=-2t=-40\ \mu\text{eV},\qquad E_{1/2}=-1.83228\times20\ \mu\text{eV}=-36.65\ \mu\text{eV}.
$$

The gap is $3.35\ \mu\text{eV}$, which corresponds to $38.9\ \text{mK}$ after division by $k_B$. Both levels are fourfold degenerate (one quartet; two doublets, with $K=1$ and $K=3$), so in thermal equilibrium the doublet and quartet populations stand in the ratio $e^{-\Delta/k_BT}$, with $\Delta$ the gap. The ratio is $e^{-1}\approx0.37$ at that temperature and becomes small only well below it. These figures belong to the model: unequal site energies, unequal hoppings or interactions between sites in general change the gap. They need not move both levels: hoppings that alternate as $t+\delta$ and $t-\delta$ round the ring, with $|\delta|\le t$, leave the quartet at $-2t$, because the highest orbital, the one left empty, stays at $(t+\delta)+(t-\delta)=2t$. They mix the doublets with $K=1$ and $K=3$ and split them: at $U=50t$ and $\delta=0.05t$ one falls by $0.010t$ and the other rises by $0.008t$.

## Values computed for the example and the checks

```
Four-site ring, three electrons; energies in units of t
Uc from diagonalization = 18.583005 t
Uc from 8 + 4 sqrt(7)   = 18.583005 t
Uc estimate 5(2+sqrt 3) = 18.6603 t
1/U coefficient at U = 1000 t: 5.0011 t^2
doublet energy at infinite U = -1.732051 t
double occupancy of doublet at Uc = 0.01413
U/t, lowest S=1/2 energy/t, lowest S=3/2 energy/t, ground spin
  0.0   -4.000000   -2.000000  0.5
  4.0   -2.752158   -2.000000  0.5
 10.0   -2.216563   -2.000000  0.5
 18.0   -2.008495   -2.000000  0.5
 19.0   -1.994233   -2.000000  1.5
 50.0   -1.832280   -2.000000  1.5
Triangle, two electrons, reversed hopping sign, U = 10 |t|:
  singlet -1.17891 |t|, triplet -2.00000 |t|
Bipartite trees at U = 100 t: low-spin minus polarized energy
  chain of 3: -0.02988 t
  chain of 4: -0.05156 t
  star of 4: -0.02999 t
Example: t = 20.0 ueV, U = 1000.0 ueV, U/t = 50.0
  Uc = 371.660 ueV = 5.9547e-23 J
  S=3/2 energy = -40.0000 ueV
  lowest S=1/2 energy = -36.6456 ueV
  ground-state spin = 1.5
  gap = 3.3544 ueV; gap/k_B = 38.93 mK
```
